# Efficiency and lossless squeezing from two measured quadrature variances: a program that tests the result

```python
"""
Result under test: pure squeezed vacuum followed only by loss has
    s   = (1 - v_minus) / (v_plus - 1)
    eta = (1 - v_minus) / (1 - s)
v_minus, v_plus : measured extreme quadrature variances, shot noise = 1
s               : squeezed variance before loss, s = exp(-2 r)
eta             : total power efficiency, source to photocurrent
The independent road is a density matrix in the photon-number basis,
with loss described as random removal of individual photons.
"""
import numpy as np
from scipy.linalg import expm
from scipy.stats import binom
from scipy.constants import h, c, k as k_boltzmann

DIM = 140
lower = np.diag(np.sqrt(np.arange(1, DIM)), 1)


def infer(v_minus, v_plus):
    s = (1 - v_minus) / (v_plus - 1)
    return (1 - v_minus) / (1 - s), s


def to_db(ratio):
    return 10 * np.log10(ratio)


def squeezed_state(r):
    generator = 0.5 * r * (lower @ lower - lower.T @ lower.T)
    psi = expm(generator)[:, 0]
    return np.outer(psi, psi)


def lose_photons(rho, eta):
    """Each photon survives independently with probability eta."""
    out = np.zeros_like(rho)
    for lost in range(DIM):
        n = np.arange(lost, DIM)
        amp = np.sqrt(binom.pmf(lost, n, 1 - eta))
        out[:DIM - lost, :DIM - lost] += (
            np.outer(amp, amp) * rho[lost:, lost:])
    return out


def variance(rho, angle=0.0):
    q = np.exp(-1j * angle) * lower + np.exp(1j * angle) * lower.T
    mean = np.trace(rho @ q).real
    return np.trace(rho @ q @ q).real - mean**2


def extremes(rho):
    return variance(rho), variance(rho, np.pi / 2)


# Recover known source squeezing and efficiency from simulated states.
for r_true, eta_true in [(0.3, 0.9), (0.6, 0.35), (1.0, 0.75)]:
    rho = lose_photons(squeezed_state(r_true), eta_true)
    vm, vp = extremes(rho)
    eta_found, s_found = infer(vm, vp)
    assert abs(eta_found - eta_true) < 1e-7
    assert abs(s_found - np.exp(-2 * r_true)) < 1e-7
    assert vm > 1 - eta_true

# The requested inference and its check in the photon-number basis.
V_MINUS, V_PLUS = 0.5, 4.0
eta, s = infer(V_MINUS, V_PLUS)
r = -0.5 * np.log(s)
source = squeezed_state(r)
detected = lose_photons(source, eta)
assert np.allclose(extremes(source), (s, 1 / s), atol=1e-7)
assert np.allclose(extremes(detected), (V_MINUS, V_PLUS), atol=1e-7)
purity = np.trace(detected @ detected)
assert abs(purity - 1 / np.sqrt(V_MINUS * V_PLUS)) < 1e-7
photons = np.trace(source @ lower.T @ lower)
assert abs(photons - np.sinh(r)**2) < 1e-7

# Two losses in series act as one loss with the product efficiency.
first = 0.8
cascade = lose_photons(lose_photons(source, first), eta / first)
assert np.allclose(cascade, detected, atol=1e-9)

# Efficiency is physical exactly when the uncertainty product is >= 1.
rng = np.random.default_rng(7)
for vm, vp in zip(rng.uniform(0.05, 0.95, 3000),
                  rng.uniform(1.05, 8.0, 3000)):
    trial_eta, _ = infer(vm, vp)
    assert (0 < trial_eta <= 1) == (vm * vp >= 1)

# Reading errors: derivative formulas against finite differences.
a, b = 1 - V_MINUS, V_PLUS - 1
slope_eta = np.array([-eta**2 / a**2, -eta**2 / b**2])
slope_db = 10 / np.log(10) * np.array([1 / a, 1 / b])
step = 1e-5
for i, shift in enumerate([(step, 0), (0, step)]):
    up = infer(V_MINUS + shift[0], V_PLUS + shift[1])
    down = infer(V_MINUS - shift[0], V_PLUS - shift[1])
    assert abs((up[0] - down[0]) / (2 * step) - slope_eta[i]) < 1e-6
    numeric = (-to_db(up[1]) + to_db(down[1])) / (2 * step)
    assert abs(numeric - slope_db[i]) < 1e-6
reading_db = 0.1
reading = np.array([V_MINUS, V_PLUS]) * np.log(10) / 10 * reading_db
parts_eta = np.abs(slope_eta * reading)
parts_db = np.abs(slope_db * reading)

# Phase jitter: undo the mixing, then average a rotated state.
jitter = 0.030
mix = 0.5 * (1 - np.exp(-2 * jitter**2))
gap = (V_PLUS - V_MINUS) / (1 - 2 * mix)
vm_still, vp_still = V_MINUS - mix * gap, V_PLUS + mix * gap
eta_jit, s_jit = infer(vm_still, vp_still)
rho_jit = lose_photons(squeezed_state(-0.5 * np.log(s_jit)), eta_jit)
nodes, weights = np.polynomial.hermite_e.hermegauss(12)
weights = weights / weights.sum()
for centre, reading_value in [(0, V_MINUS), (np.pi / 2, V_PLUS)]:
    mean_var = sum(w * variance(rho_jit, centre + jitter * x)
                   for x, w in zip(nodes, weights))
    assert abs(mean_var - reading_value) < 1e-7

# Electronic noise left in signal and shot-noise reference traces.
clearance_db = 15.0
dark = 10 ** (-clearance_db / 10)
eta_dark = eta * (1 + dark)
optical = extremes(lose_photons(source, eta_dark))
samples = 2_000_000


def record_power(optical_variance):
    light = np.sqrt(optical_variance) * rng.standard_normal(samples)
    amplifier = np.sqrt(dark) * rng.standard_normal(samples)
    return np.var(light + amplifier)


reference = record_power(1.0)
raw = [record_power(v) / reference for v in optical]
eta_raw, s_raw = infer(*raw)
# Sampling scatter is about 0.001 in eta, the effect itself about 0.02.
assert abs(eta_raw - eta) < 0.006
assert abs(s_raw - s) < 0.003

# Excess noise in the antisqueezed quadrature only.
excess = 0.3
eta_exc, s_exc = infer(V_MINUS, V_PLUS - excess)
rho_exc = lose_photons(squeezed_state(-0.5 * np.log(s_exc)), eta_exc)
vm_exc, vp_exc = extremes(rho_exc)
assert np.allclose((vm_exc, vp_exc + excess), (V_MINUS, V_PLUS),
                   atol=1e-7)
assert eta < eta_exc and s < s_exc

# Thermal occupation of the loss port at the optical frequency.
wavelength_nm, temperature = 1550.0, 300.0
energy_ratio = h * c / (wavelength_nm * 1e-9 * k_boltzmann * temperature)
thermal = 1 / np.expm1(energy_ratio)
added_thermal = 2 * (1 - eta) * thermal
assert added_thermal < 1e-10

print("Variances are in units of shot noise")
print(f"measured squeezed variance       {V_MINUS:.4f}")
print(f"measured antisqueezed variance   {V_PLUS:.4f}")
print(f"measured squeezing               {-to_db(V_MINUS):.2f} dB")
print(f"measured antisqueezing           {to_db(V_PLUS):.2f} dB")
print(f"drop below shot noise            {a:.4f}")
print(f"rise above shot noise            {b:.4f}")
print(f"lossless squeezed variance s     {s:.4f}")
print(f"lossless antisqueezed variance   {1 / s:.4f}")
print(f"lossless squeezing               {-to_db(s):.2f} dB")
print(f"squeezing parameter r            {r:.4f}")
print(f"mean photon number before loss   {photons:.4f}")
print(f"total efficiency eta             {eta:.4f}")
print(f"total loss                       {-to_db(eta):.2f} dB")
print(f"measured variance product        {V_MINUS * V_PLUS:.4f}")
print(f"purity of detected state         {purity:.4f}")
print(f"variance floor 1-eta             {1 - eta:.4f}")
print(f"squeezing limit at this eta      {-to_db(1 - eta):.2f} dB")
print(f"assumed error of each reading    {reading_db:.2f} dB")
print(f"eta error from squeezed reading  {parts_eta[0]:.4f}")
print(f"eta error from antisq. reading   {parts_eta[1]:.4f}")
print(f"eta error, independent errors    {np.hypot(*parts_eta):.4f}")
print(f"lossless error, squeezed reading {parts_db[0]:.3f} dB")
print(f"lossless error, antisq. reading  {parts_db[1]:.3f} dB")
print(f"lossless error, independent      {np.hypot(*parts_db):.3f} dB")
print(f"assumed rms phase jitter         {jitter * 1e3:.0f} mrad")
print(f"jitter mixing weight             {mix:.6f}")
print(f"squeezed variance w/o jitter     {vm_still:.4f}")
print(f"antisqueezed variance w/o jitter {vp_still:.4f}")
print(f"eta corrected for jitter         {eta_jit:.4f}")
print(f"lossless corrected for jitter    {-to_db(s_jit):.2f} dB")
print(f"assumed electronic clearance     {clearance_db:.0f} dB")
print(f"electronic / optical shot noise  {dark:.4f}")
print(f"optical eta if noise was left in {eta_dark:.4f}")
print(f"simulated raw-record eta         {eta_raw:.3f}")
print(f"simulated raw-record s           {s_raw:.3f}")
print(f"assumed antisqueezed excess      {excess:.2f}")
print(f"eta corrected for excess         {eta_exc:.4f}")
print(f"lossless corrected for excess    {-to_db(s_exc):.2f} dB")
print(f"wavelength                       {wavelength_nm:.0f} nm")
print(f"temperature                      {temperature:.0f} K")
print(f"photon energy / thermal energy   {energy_ratio:.2f}")
print(f"thermal photons per mode         {thermal:.1e}")
print(f"variance added by thermal light  {added_thermal:.1e}")
print("all tests passed")
```

Running it gives:

```
Variances are in units of shot noise
measured squeezed variance       0.5000
measured antisqueezed variance   4.0000
measured squeezing               3.01 dB
measured antisqueezing           6.02 dB
drop below shot noise            0.5000
rise above shot noise            3.0000
lossless squeezed variance s     0.1667
lossless antisqueezed variance   6.0000
lossless squeezing               7.78 dB
squeezing parameter r            0.8959
mean photon number before loss   1.0417
total efficiency eta             0.6000
total loss                       2.22 dB
measured variance product        2.0000
purity of detected state         0.7071
variance floor 1-eta             0.4000
squeezing limit at this eta      3.98 dB
assumed error of each reading    0.10 dB
eta error from squeezed reading  0.0166
eta error from antisq. reading   0.0037
eta error, independent errors    0.0170
lossless error, squeezed reading 0.100 dB
lossless error, antisq. reading  0.133 dB
lossless error, independent      0.167 dB
assumed rms phase jitter         30 mrad
jitter mixing weight             0.000899
squeezed variance w/o jitter     0.4968
antisqueezed variance w/o jitter 4.0032
eta corrected for jitter         0.6044
lossless corrected for jitter    7.76 dB
assumed electronic clearance     15 dB
electronic / optical shot noise  0.0316
optical eta if noise was left in 0.6190
simulated raw-record eta         0.600
simulated raw-record s           0.167
assumed antisqueezed excess      0.30
eta corrected for excess         0.6136
lossless corrected for excess    7.32 dB
wavelength                       1550 nm
temperature                      300 K
photon energy / thermal energy   30.94
thermal photons per mode         3.7e-14
variance added by thermal light  2.9e-14
all tests passed
```
